# Muon precession in a collinear incommensurate spin-density wave, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the magnetic moments to the precession signal

A magnetic crystal contains one moment per primitive cell. The moments share one axis, and their size varies from cell to cell as a static wave,

\[
\mathbf m_j=\mathbf m\cos(\mathbf q\cdot\mathbf R_j+\varphi_0),
\]

where \(\mathbf R_j\) are the lattice vectors, \(\mathbf m\) is a fixed vector, \(\mathbf q\) is the wave vector and \(\varphi_0\) is a constant. The wave is incommensurate: no nonzero integer multiple of \(\mathbf q\) is a reciprocal lattice vector. Spin-polarized positive muons stop in the crystal, each at the position \(\mathbf R+\mathbf r_\mu\), with \(\mathbf r_\mu\) the same in every cell and all cells \(\mathbf R\) equally likely. The muons stay where they stop. There is no applied field, and the fields of nuclei are neglected. The problem is to find what the muon polarization does and what a fit to it can be trusted to say. Fields are given in tesla or millitesla, times in microseconds or nanoseconds, and frequencies in megahertz.

### (a) The field at one muon

**Question.** Show that the dipole field at the muon in cell \(\mathbf R\) is the real part of one complex vector, common to all cells, times a phase factor. Explain why the lattice sum has a definite value.

**Solution.** A moment \(\mathbf m'\) at displacement \(\mathbf s\) from the muon produces there the field \(D(\mathbf s)\mathbf m'\), with

\[
D_{\alpha\beta}(\mathbf s)=\frac{\mu_0}{4\pi}\,\frac{3s_\alpha s_\beta-s^2\delta_{\alpha\beta}}{s^5}.
\]

This matrix is even, \(D(-\mathbf s)=D(\mathbf s)\), so it does not matter whether the displacement is measured from the muon or from the moment. The total field is

\[
\mathbf B(\mathbf R)=\sum_j D(\mathbf R_j-\mathbf R-\mathbf r_\mu)\,\mathbf m\cos(\mathbf q\cdot\mathbf R_j+\varphi_0).
\]

Count the moments from the muon's own cell: \(\mathbf R_j=\mathbf R+\mathbf R_l\), and let \(\mathbf s_l=\mathbf R_l-\mathbf r_\mu\). Then \(\mathbf R_j=(\mathbf R+\mathbf r_\mu)+\mathbf s_l\), and the argument of the cosine splits into a part that depends on the cell and a part that depends on the displacement:

\[
\mathbf q\cdot\mathbf R_j+\varphi_0=\psi_{\mathbf R}+\mathbf q\cdot\mathbf s_l,\qquad
\psi_{\mathbf R}=\mathbf q\cdot(\mathbf R+\mathbf r_\mu)+\varphi_0 .
\]

Writing the cosine as the real part of an exponential gives

\[
\mathbf B(\mathbf R)=\mathrm{Re}\left[\mathbf F e^{i\psi_{\mathbf R}}\right],\qquad
\mathbf F=\sum_l D(\mathbf s_l)\,\mathbf m\,e^{i\mathbf q\cdot\mathbf s_l}. \tag{1}
\]

The terms fall as \(s^{-3}\) while the number of moments in a shell grows as \(s^2\), so the sum does not converge absolutely. It is defined by a smooth weight that is one near the muon and falls to zero around a radius \(R_c\), after which \(R_c\) is made large. Moving the cutoff from \(R_c\) to \(2R_c\) adds a sum over a smooth function \(f(\mathbf s)\), of size \(R_c^{-3}\), that lives at distances of order \(R_c\). By Poisson summation this sum is made of integrals of \(f(\mathbf s)e^{i\mathbf k\cdot\mathbf s}\), where \(\mathbf k\) is \(\mathbf q\) plus a reciprocal lattice vector. None of these \(\mathbf k\) is zero. Since \(e^{i\mathbf k\cdot\mathbf s}=-k^{-2}\nabla^2e^{i\mathbf k\cdot\mathbf s}\), two integrations by parts move the Laplacian onto \(f\) and give a factor of order \(1/(kR_c)^2\). Repeating the step gives higher powers, which also makes the sum over \(\mathbf k\) converge. The change therefore vanishes as \(R_c\) grows. A uniform magnet, with \(\mathbf q=0\), has a term with \(\mathbf k=0\), and this argument does not cover it.

### (b) When the field keeps one axis

**Question.** The moments are collinear. Does it follow that the fields at the muons are collinear? Find a condition on the muon site that guarantees it.

**Solution.** It does not follow. In general \(\mathbf F=\mathbf F_1+i\mathbf F_2\) with real vectors \(\mathbf F_1\) and \(\mathbf F_2\), and

\[
\mathbf B=\mathbf F_1\cos\psi-\mathbf F_2\sin\psi .
\]

If \(\mathbf F_1\) and \(\mathbf F_2\) are not parallel, the field traces an ellipse as \(\psi\) varies from cell to cell. The reason is that \(D(\mathbf s)\) turns the direction of a moment differently for different \(\mathbf s\), and neighbours on different sides carry different phases of the wave.

Suppose now that the muon site is an inversion centre of the lattice of moments, so that \(-\mathbf s_l\) is in the set of displacements whenever \(\mathbf s_l\) is. Pair these terms. Because \(D\) is even, each pair gives

\[
D(\mathbf s)\mathbf m\left(e^{i\mathbf q\cdot\mathbf s}+e^{-i\mathbf q\cdot\mathbf s}\right)=2D(\mathbf s)\mathbf m\cos(\mathbf q\cdot\mathbf s),
\]

which is real. Hence \(\mathbf F\) is real, and

\[
\mathbf B(\mathbf R)=\mathbf F\cos\psi_{\mathbf R}. \tag{2}
\]

The field has a fixed axis, that of \(\mathbf F\), which need not be the axis of the moments. It is enough for inversion to map the positions onto each other; the wave itself need not be symmetric about the muon.

Inversion symmetry is sufficient but not necessary. Equation (2) also holds, with a shifted \(\psi\), whenever \(\mathbf F\) is a real vector times a common phase factor, for instance when symmetry leaves a single component of \(\mathbf F\). A contact field that is linear in the neighbouring moments, with a coupling even in \(\mathbf s\), adds another real vector to \(\mathbf F\) and changes its value but not the argument. The rest of this half assumes equation (2) and writes \(B_{\max}=|\mathbf F|\) and \(B=B_{\max}\cos\psi\) for the signed field along the axis.

### (c) The phases seen by many muons

**Question.** Show that the phases \(\psi_{\mathbf R}\) are uniformly distributed over the circle.

**Solution.** A uniform distribution is identified by its harmonics: the average of \(e^{ik\psi}\) must vanish for each integer \(k\neq0\). Let \(\mathbf R=n_1\mathbf a_1+n_2\mathbf a_2+n_3\mathbf a_3\) and \(\mathbf q\cdot\mathbf a_i=2\pi\delta_i\). Apart from a constant factor of modulus one, the average over a block of \(N\times N\times N\) cells is a product of three factors of the form

\[
\frac1N\sum_{n=0}^{N-1}e^{2\pi ik\delta_i n}
=\frac{1}{N}\,\frac{e^{2\pi ik\delta_iN}-1}{e^{2\pi ik\delta_i}-1},
\]

where the right side holds if \(k\delta_i\) is not an integer. Its modulus is

\[
\left|\frac{\sin(\pi k\delta_iN)}{N\sin(\pi k\delta_i)}\right|\le\frac{1}{N|\sin(\pi k\delta_i)|},
\]

which tends to zero as \(N\) grows. The other factors have modulus at most one. Because \(k\mathbf q\) is not a reciprocal lattice vector, at least one \(k\delta_i\) is not an integer, so the product vanishes in the limit. A continuous periodic function of \(\psi\) can be approximated uniformly by finite sums of harmonics, so its average over cells is

\[
\langle g\rangle=\frac1{2\pi}\int_0^{2\pi}g(\psi)\,d\psi . \tag{3}
\]

The constant \(\varphi_0\) has dropped out. Sliding the whole wave through the crystal leaves the static muon signal unchanged.

### (d) The distribution of fields

**Question.** Find the probability density of \(B\), its cumulative form, the mean of \(|B|\) and the rms field.

**Solution.** Each value of \(B\) between \(-B_{\max}\) and \(B_{\max}\) is reached at two phases, \(\psi\) and \(2\pi-\psi\). At both,

\[
\left|\frac{dB}{d\psi}\right|=B_{\max}|\sin\psi|=\sqrt{B_{\max}^2-B^2}.
\]

The phase density is \(1/2\pi\). Two branches therefore give

\[
P(B)=2\cdot\frac1{2\pi}\cdot\frac1{\sqrt{B_{\max}^2-B^2}}
=\frac{1}{\pi\sqrt{B_{\max}^2-B^2}},\qquad |B|<B_{\max}. \tag{4}
\]

This is the Overhauser distribution. Integration from \(-B_{\max}\) gives the probability of a field below \(B\),

\[
C(B)=\frac12+\frac1\pi\arcsin\frac{B}{B_{\max}},
\]

which runs from 0 to 1, so \(P\) is normalized. The density of the magnitude \(|B|\) is twice equation (4) on \(0<|B|<B_{\max}\). From equation (3),

\[
\langle|B|\rangle=\frac{2B_{\max}}{\pi}\int_0^{\pi/2}\cos\psi\,d\psi=\frac{2}{\pi}B_{\max},\qquad
\sqrt{\langle B^2\rangle}=\frac{B_{\max}}{\sqrt2}.
\]

The density diverges at \(\pm B_{\max}\) because the cosine is stationary at its extremes: a range of phases there yields nearly the same field. The divergence is integrable, and it will govern the late signal.

### (e) A model crystal

**Question.** Take a simple cubic lattice with \(a=4.0\) Å, a moment amplitude of \(0.5\,\mu_B\) along \(z\), and \(\mathbf q=(2\pi/a)\delta\,\hat{\mathbf z}\) with \(\delta=(3-\sqrt5)/2=0.381966\). The muon sits at the face centre \((\tfrac12,\tfrac12,0)a\). Find \(B_{\max}\) from dipole fields alone, and the corresponding precession frequency.

**Solution.** The site is an inversion centre. The natural unit of field, per Bohr magneton, is

\[
b_0=\frac{\mu_0\mu_B}{4\pi a^3}=14.491\ \text{mT}.
\]

The numerical sum (1), per Bohr magneton and in units of \(b_0\), gives \(F_z=-16.129\), with the other components zero within the test tolerance. The same value follows from adding atomic planes. The muon's own plane contributes \(-16.5173\) for unit moments. The sign is negative because the muon lies beside these moments, where a dipole field opposes the moment. Each adjacent plane contributes \(-0.26345\), multiplied by the relative wave amplitude \(\cos(2\pi\delta)=-0.7374\):

\[
-16.5173+2(-0.26345)(-0.7374)=-16.129 .
\]

More distant planes do not change the digits shown. Thus

\[
B_{\max}=0.5\times14.491\ \text{mT}\times16.129=116.9\ \text{mT}.
\]

With the muon value \(\gamma/2\pi=135.54\) MHz/T, the frequency at the upper edge is

\[
\nu_{\max}=135.54\times0.11686=15.84\ \text{MHz}.
\]

Fields found by adding the contributions of nearby atomic planes in 20 000 cells have mean magnitude 74.40 mT and rms value 82.63 mT, in agreement with \(2B_{\max}/\pi\) and \(B_{\max}/\sqrt2\). Their cumulative distribution differs from \(C(B)\) by at most \(6.3\times10^{-4}\) in probability. The model leaves out the contact field and the displacement of neighbours by the muon, so its numbers illustrate the method and do not predict a material.

### (f) The polarization

**Question.** Find the polarization along the initial spin direction for one field, then average it over the wave, and finally over the grains of a powder.

**Solution.** Let the field be \(B\hat{\mathbf e}\), and let the spin start along the unit vector \(\hat{\mathbf n}=\cos\theta\,\hat{\mathbf e}+\sin\theta\,\hat{\mathbf u}\), with \(\hat{\mathbf u}\perp\hat{\mathbf e}\) and \(\hat{\mathbf v}=\hat{\mathbf e}\times\hat{\mathbf u}\). The spin direction obeys \(\dot{\mathbf S}=\gamma\mathbf S\times\mathbf B\). Since \(\hat{\mathbf u}\times\hat{\mathbf e}=-\hat{\mathbf v}\) and \(\hat{\mathbf v}\times\hat{\mathbf e}=\hat{\mathbf u}\),

\[
\dot S_e=0,\qquad \dot S_u=\gamma BS_v,\qquad \dot S_v=-\gamma BS_u .
\]

The solution has \(S_e=\cos\theta\) and \(S_u=\sin\theta\cos(\gamma Bt)\). Projection on \(\hat{\mathbf n}\) gives

\[
\hat{\mathbf n}\cdot\mathbf S(t)=\cos^2\theta+\sin^2\theta\cos(\gamma Bt).
\]

The sign of \(B\) has no effect here, because the cosine is even. Let \(x=\gamma B_{\max}t\). The average over the wave requires

\[
\langle\cos(\gamma Bt)\rangle=\frac1{2\pi}\int_0^{2\pi}\cos(x\cos\psi)\,d\psi
=\sum_{k=0}^\infty\frac{(-1)^kx^{2k}}{(2k)!}\langle\cos^{2k}\psi\rangle .
\]

Expand \(\cos^{2k}\psi=4^{-k}(e^{i\psi}+e^{-i\psi})^{2k}\). The term without a phase has the binomial coefficient \((2k)!/(k!)^2\), and the others average to zero. Hence

\[
\langle\cos(\gamma Bt)\rangle=\sum_{k=0}^\infty\frac{(-1)^k}{(k!)^2}\left(\frac x2\right)^{2k}=J_0(x), \tag{5}
\]

the power series of the Bessel function of order zero. The polarization of a single crystal is \(\cos^2\theta+\sin^2\theta\,J_0(\gamma B_{\max}t)\). In a powder without preferred orientation, \(\langle\cos^2\theta\rangle=1/3\), so

\[
G(t)=\frac13+\frac23J_0(\gamma B_{\max}t). \tag{6}
\]

The third that does not precess belongs to spin components along the local field. The loss of the oscillation comes from muons falling out of step in static fields of different size; no spin loses its memory. If the moments fluctuate or the muons hop during the measurement, \(B\) is no longer constant for each muon and equations (5) and (6) fail.

## Second half: the late signal, its phase and its limits

The first half considered muons at equivalent sites in a static incommensurate wave. When the site is an inversion centre, the field along a fixed axis is \(B=B_{\max}\cos\psi\), with \(\psi\) uniform on the circle. Its density is \(P(B)=1/[\pi\sqrt{B_{\max}^2-B^2}]\), and the precessing part of the polarization is \(J_0(x)\), with \(x=\gamma B_{\max}t\) and \(\gamma\) the muon gyromagnetic ratio. A powder has polarization \(1/3+(2/3)J_0(x)\). The model crystal has \(B_{\max}=116.9\) mT, which corresponds to \(\nu_{\max}=15.84\) MHz and \(\gamma B_{\max}=99.52\) rad/µs. In equation (1), \(\mathbf F\) is the complex amplitude of the field at the muon site. Phases are quoted in the convention \(\cos(\omega t+\phi)\).

### (g) The late signal

**Question.** Show that at late times the signal approaches a cosine of frequency \(\gamma B_{\max}/2\pi\) with phase \(-45^\circ\). Find its envelope and a bound on the error.

So far, a static incommensurate wave has been shown to give muons at an inversion centre the Overhauser distribution of fields and a precession signal \(J_0(\gamma B_{\max}t)\). What remains is to answer the question just posed about the late signal, and then to examine what fits report, how a long-period commensurate wave differs, and what happens at a site without inversion symmetry.

Numbers in the example were calculated in double precision.
